# H2 with CAS(2,2) and second-order theory, from equilibrium to dissociation

## Problem

Treat H\(_2\) in the 6-31G basis, which has two \(s\) functions on each atom. Use the complete active space CAS(2,2), two electrons in the lowest gerade and ungerade orbitals, and add a second-order correction for the remaining orbitals. How does the energy compare with MP2 near equilibrium, and what happens as the bond length \(R\) grows?

Hartree atomic units are used. The orbitals are real, with \(g_1,u_1\) active and \(g_2,u_2\) external. We write \((pq|rs)\) for the repulsion between the densities \(pq\) and \(rs\), and \(h\) for the kinetic energy plus nuclear attraction. The ground state is a spin singlet, so only its symmetric spatial part is needed:
\[
|pp\rangle=p(1)p(2),\qquad |pq\rangle=\tfrac1{\sqrt2}[p(1)q(2)+q(1)p(2)]\quad(p\ne q).
\]

## A tempting solution

The CAS handles the near-degeneracy of \(g_1\) and \(u_1\), and MP2 handles the rest, so one adds them:
\[
E\overset{?}{=}E_{\rm CASSCF}+E^{(2)}_{\rm MP2},\qquad
E^{(2)}_{\rm MP2}=-\sum_{a,b}\frac{(g_1a|g_1b)^2}{\varepsilon_a+\varepsilon_b-2\varepsilon_{g_1}} .
\]
Here \(a,b\) run over \(g_2,u_1,u_2\), and \(\varepsilon\) are RHF orbital energies. Near equilibrium the CAS state is almost the RHF determinant, so the sum should be near MP2. At large \(R\) the CAS energy is finite, so the sum should be finite.

At \(R=1.4\) this gives \(-1.1462-0.0174=-1.1636\). Full CI, the lowest eigenvalue of the Hamiltonian for two electrons in all four orbitals, is \(-1.1517\). At \(R=20\) the MP2 correlation energy is \(-0.6924\) and the sum is \(-0.9965-0.6924=-1.6889\), far below the energy of two atoms in this basis, \(-0.9965\).

## Where it fails

The MP2 sum contains the term \(a=b=u_1\), the excitation \(g_1^2\to u_1^2\). The CAS already includes it, so it is counted twice. It is also the term that diverges.

To see this, let \(a\) and \(b\) now be equal spherical orbitals on the two atoms, with negligible overlap:
\[
g_1=\frac{a+b}{\sqrt2},\quad u_1=\frac{a-b}{\sqrt2},\quad
g_1^2=u_1^2=\frac{a^2+b^2}2,\quad g_1u_1=\frac{a^2-b^2}2 .
\]
With \(U=(aa|aa)\) and \((aa|bb)=1/R\),
\[
J\equiv(g_1g_1|g_1g_1)=(u_1u_1|g_1g_1)=\tfrac12\Big(U+\frac1R\Big),\qquad
K\equiv(g_1u_1|g_1u_1)=\tfrac12\Big(U-\frac1R\Big).
\]
Since \(h_g=h_u\) in this limit, the orbital energies \(\varepsilon_{g_1}=h_g+J\) and \(\varepsilon_{u_1}=h_u+2J-K\) differ by
\[
\varepsilon_{u_1}-\varepsilon_{g_1}=J-K=\frac1R .
\]
The doubly counted term is therefore
\[
-\frac{K^2}{2(\varepsilon_{u_1}-\varepsilon_{g_1})}=-\frac R8\Big(U-\frac1R\Big)^2 ,
\]
with limiting slope \(-U^2/8\). The RHF orbitals at large \(R\) give \(U=0.5707\), hence a slope of \(-0.0407\). The computed MP2 correlation energies, \(-3.9448\) at \(R=100\) and \(-8.0154\) at \(R=200\), give the same slope to these digits.

Deleting this term is not enough. The MP2 sum uses RHF orbitals, while the CASSCF \(u_1\) is a mixture of the RHF \(u_1\) and \(u_2\), so the CASSCF energy also contains part of the terms with \(a,b\in\{u_1,u_2\}\). At \(R=1.4\) the CAS lowers the RHF energy by \(0.0057\) with RHF orbitals but by \(0.0195\) with CASSCF orbitals. Moreover, the other terms still describe excitations from \(g_1^2\), which is the wrong state at large \(R\). The correction must start from the CAS state itself.

## Right solution

**Reference.** Write \(|0\rangle=c_g|g_1g_1\rangle+c_u|u_1u_1\rangle\). In this pair of functions the Hamiltonian has diagonal elements \(A=2h_g+J_{gg}\) and \(B=2h_u+J_{uu}\), where \(J_{ss}=(s_1s_1|s_1s_1)\), and off-diagonal element \(K\). Its lower root is
\[
E_{\rm CAS}=\frac{A+B}2-\sqrt{\Big(\frac{B-A}2\Big)^2+K^2}.
\]
It has no energy denominator. It stays finite as \(R\to\infty\), where \(A=B\) and the MP2 term grows without bound because its orbital-energy gap closes as \(1/R\).

**Zero-order operator.** We use CASPT2 without level shifts. With occupations \(n_g=2c_g^2\) and \(n_u=2c_u^2\), the generalized Fock matrix is
\[
f_{pq}=h_{pq}+\sum_{r=g_1,u_1}n_r\big[(pq|rr)-\tfrac12(pr|qr)\big].
\]
The reference has zero-order energy \(E_0=\langle0|f(1)+f(2)|0\rangle=n_gf_{g_1g_1}+n_uf_{u_1u_1}\). There is no cross term, because a one-electron operator cannot change two orbitals. In the external space the zero-order operator is \(f(1)+f(2)\), projected onto that space.

The first-order equation is \((H_0-E_0)|\psi_1\rangle=-QH|0\rangle\), where \(Q\) projects onto the external functions. The other CAS root does not enter, since \(H\) does not couple two of its own eigenvectors within the CAS. The correction is \(E_{\rm PT2}=\langle0|H|\psi_1\rangle\).

**External functions.** Parity leaves \(|g_1g_2\rangle,|g_2g_2\rangle\) and \(|u_1u_2\rangle,|u_2u_2\rangle\). The operator \(f(1)+f(2)\) conserves the parity of each orbital, so the \(g\) and \(u\) blocks separate. For block \(s\), let \(t\) be the other symmetry. Then
\[
S_s=\langle s_1s_2|H|0\rangle=\sqrt2\,\big\{c_s[h_{12}+(s_1s_1|s_1s_2)]+c_t(s_1t_1|s_2t_1)\big\},
\]
\[
D_s=\langle s_2s_2|H|0\rangle=c_s(s_1s_2|s_1s_2)+c_t(s_2t_1|s_2t_1).
\]
The factor \(\sqrt2\) comes from two equal products divided by \(\sqrt2\). In the same way \(\langle s_1s_2|f(1)+f(2)|s_2s_2\rangle=\sqrt2f_{12}\), so
\[
E_{\rm PT2}=-\sum_{s=g,u}\begin{pmatrix}S_s&D_s\end{pmatrix}M_s^{-1}\begin{pmatrix}S_s\\D_s\end{pmatrix},\quad
M_s=\begin{pmatrix}f_{11}+f_{22}-E_0&\sqrt2f_{12}\\ \sqrt2f_{12}&2f_{22}-E_0\end{pmatrix}.
\]

**Optimized orbitals.** Rotate \(s_1\to s_1+\kappa s_2\) with small \(\kappa\). The state changes by \(\sqrt2\,\kappa c_s|s_1s_2\rangle\) and the energy by \(2\sqrt2\,\kappa c_sS_s\). CASSCF orbitals make the energy stationary, so \(S_g=S_u=0\). Only the lower diagonal element of \(M_s^{-1}\) is then needed:
\[
E_{\rm PT2}=-\sum_s\frac{D_s^2}{2f_{22}-E_0-\dfrac{2f_{12}^2}{f_{11}+f_{22}-E_0}} .
\]

### Numbers at \(R=1.4\)

Minimizing \(E_{\rm CAS}\) over one rotation angle in each symmetry gives \(h_g=-1.24796\), \(h_u=-0.47747\), \(J_{gg}=0.65502\), \(J_{uu}=0.69873\) and \(K=0.17751\). Hence \(A=-1.84089\), \(B=-0.25620\), and
\[
E_{\rm CAS}=-1.04855-\sqrt{0.79235^2+0.17751^2}=-1.86053 .
\]
Adding the nuclear repulsion \(0.71429\) gives \(-1.1462\). The coefficients are \(c_g=0.99393\) and \(c_u=-0.10997\), and \(E_0=-1.14446\).

In the \(g\) block, \(f_{11}=-0.58718\), \(f_{22}=0.77740\) and \(|f_{12}|=0.01007\):
\[
D_g=0.99393(0.10859)-0.10997(0.06958)=0.10027,
\]
\[
-\frac{0.10027^2}{2.69925-0.00015}=-0.00373 .
\]
In the \(u\) block, \(f_{11}=0.64865\), \(f_{22}=0.99363\) and \(|f_{12}|=0.55740\):
\[
D_u=-0.10997(0.09264)+0.99393(0.04177)=0.03133,
\]
\[
-\frac{0.03133^2}{3.13172-0.22298}=-0.00034 .
\]
Thus \(E_{\rm PT2}=-0.0041\) and the total is \(-1.1503\). This lies \(0.1538\) hartree, or \(4.19\) eV, below two atoms in the same basis. The value is not converged in the basis: the same method gives \(4.60\) eV in cc-pVTZ and \(4.64\) eV in cc-pVQZ, about \(0.45\) eV deeper.

MP2 gives \(-1.1441\). The totals differ by 6.2 millihartree, which is 36% of the MP2 correlation energy. This share is specific to the \(s\)-only basis: in cc-pVTZ the difference is 4.2 millihartree, or 13%, and in cc-pVQZ 4.0 millihartree, or 12%. "Near MP2" is fair for the total energy, but it is not an identity.

### In what sense it reduces to MP2

Use canonical RHF orbitals and weaken the correlation by a factor \(\lambda\). With the RHF operator \(F=h+v\), where \(v\) is its mean field, set
\[
H(\lambda)=\sum_{i=1}^2[F(i)-\lambda v(i)]+\frac{\lambda}{r_{12}} .
\]
The RHF orbitals do not depend on \(\lambda\), because the mean field of the scaled repulsion restores \(F\). The off-diagonal CAS element is \(\lambda K\), and \(B-A=2(\varepsilon_{u_1}-\varepsilon_{g_1})+O(\lambda)\). Expanding the root gives
\[
E_{\rm CAS}=E_{\rm RHF}(\lambda)-\frac{\lambda^2K^2}{2(\varepsilon_{u_1}-\varepsilon_{g_1})}+O(\lambda^3),\qquad c_u=O(\lambda).
\]
This is the active-pair term of MP2, now counted once.

The occupations change by \(O(\lambda^2)\), and they multiply repulsion integrals of order \(\lambda\), so \(f=F+O(\lambda^3)\) and \(E_0=2\varepsilon_{g_1}+O(\lambda^2)\). In the sources, the RHF condition \(F_{g_1g_2}=0\) removes the direct part of \(S_g\), leaving \(O(\lambda^2)\). Canonical orbitals have \(F_{u_1u_2}=0\), so the terms proportional to \(c_u\) are also \(O(\lambda^2)\). To leading order,
\[
D_g=\lambda(g_1g_2|g_1g_2),\quad S_u=\sqrt2\,\lambda(g_1u_1|g_1u_2),\quad D_u=\lambda(g_1u_2|g_1u_2),
\]
and therefore
\[
E_{\rm PT2}=-\lambda^2\Big[\frac{(g_1g_2|g_1g_2)^2}{2(\varepsilon_{g_2}-\varepsilon_{g_1})}
+\frac{2(g_1u_1|g_1u_2)^2}{\varepsilon_{u_1}+\varepsilon_{u_2}-2\varepsilon_{g_1}}
+\frac{(g_1u_2|g_1u_2)^2}{2(\varepsilon_{u_2}-\varepsilon_{g_1})}\Big]+O(\lambda^3).
\]
These are the remaining MP2 terms. With RHF orbitals the two methods agree through \(\lambda^2\).

At \(R=1.4\) the ratio of the CAS-plus-PT2 correlation energy to that of MP2 is 1.148, 1.027 and 1.006 for \(\lambda=1,\tfrac14,\tfrac1{16}\). At full strength the difference is 2.6 millihartree.

CASSCF orbitals, reoptimized at each \(\lambda\), give 1.355, 1.062 and 1.014. The proof does not cover them, since their \(u_1\) is not canonical. The limit as \(\lambda\to0\) is 0.9998, close to one but below it. The CASSCF \(u_1\) remains rotated from the RHF one by a finite angle, so \(f_{u_1u_2}\) stays finite and couples \(|u_1u_1\rangle\) to \(|u_1u_2\rangle\). MP2 makes the second-order energy minimal in all three \(u\) amplitudes together. Here the amplitude of \(|u_1u_1\rangle\) is fixed by the CAS and does not respond to the other two, so slightly less correlation energy is recovered.

### Dissociation

Return to CASSCF orbitals and the local functions \(a,b\). Now \(A=B\), so \(c_g=-c_u=1/\sqrt2\) and
\[
|0\rangle=\frac{|g_1g_1\rangle-|u_1u_1\rangle}{\sqrt2}=\frac{a(1)b(2)+b(1)a(2)}{\sqrt2},
\]
with one electron on each atom. The root is \(2h_g+J-K=2h_g+1/R\). Each \(h_g\) contains the attraction \(-1/R\) to the distant nucleus. Together with the nuclear repulsion \(1/R\), all \(1/R\) terms cancel, leaving twice the one-electron energy of \(a\) in its own atom. Orbital optimization lowers this to twice the hydrogen-atom energy in the basis.

Let \(x,y\) be the second orbitals on the two atoms, orthogonal to \(a,b\), so that \(g_2=(x+y)/\sqrt2\) and \(u_2=(x-y)/\sqrt2\). Then \(g_1g_2=\tfrac12(ax+by)\) and \(u_1g_2=\tfrac12(ax-by)\), which gives
\[
D_g=\frac{(g_1g_2|g_1g_2)-(u_1g_2|u_1g_2)}{\sqrt2}=\frac{(ax|by)}{\sqrt2},\qquad D_u=-\frac{(ax|by)}{\sqrt2}.
\]
The density \(ax\) is spherical and has zero total charge, so it produces no potential at the other atom, and both sources vanish. The smallest eigenvalue of \(M_g\) and \(M_u\) is 1.16 at \(R=20\), so no vanishing denominator offsets this. Hence \(E_{\rm PT2}\to0\).

Total energies:

| \(R\) | MP2 | CASPT2 | Full CI |
|---|---|---|---|
| 1.0 | −1.0935 | −1.0972 | −1.0990 |
| 1.4 | −1.1441 | −1.1503 | −1.1517 |
| 2.0 | −1.1050 | −1.1172 | −1.1178 |
| 4.0 | −0.9517 | −1.0095 | −1.0095 |
| 10.0 | −1.0379 | −0.9965 | −0.9965 |
| 20.0 | −1.4151 | −0.9965 | −0.9965 |

MP2 is first too high and then falls below full CI. CASPT2 joins the two regimes. Its finiteness depends on \(M_s\) being nonsingular; at the distances listed, the smallest eigenvalue stays above 1.1, and between them it dips to about 1.09 near \(R=5.25\). In another system an external state close to \(E_0\) could spoil the correction even with a sound reference.

Full CI here is exact only within 6-31G. Without \(p\) functions the basis omits angular correlation about the bond axis. It also omits dispersion: with \(p\) functions \((ax|by)\) would include a dipole–dipole part falling as \(R^{-3}\), and \(E_{\rm PT2}\) a tail falling as \(R^{-6}\).
